# Percolation columns in a low-k dielectric: the 63 percent failure point: verification in Python

```python
# Result under test: N independent columns of n cells, each cell defective with
# probability p; a column conducts when all n cells are defective, and the
# dielectric fails when any column conducts.  Failure probability 1 - 1/e occurs
# at p63 = (1 - exp(-1/N))**(1/n), close to N**(-1/n) = 0.1 for N = 1e6, n = 6.
# Also sized: sideways contact, uneven spacing and field concentration.
import numpy as np
from scipy import ndimage
from scipy.optimize import brentq

N = 1_000_000
n = 6
target = 1 - np.exp(-1)
rng = np.random.default_rng(2024)


def failure(p, columns=N, cells=n):
    return 1 - (1 - p**cells)**columns


# Closed form against a numerical root of the failure law
p63 = (-np.expm1(-1 / N))**(1 / n)
p_simple = N**(-1 / n)
p_root = brentq(lambda p: failure(p) - target, 0.05, 0.2, xtol=1e-14)
assert abs(p_root - p63) < 1e-9
shift = 1 - p63 / p_simple
assert abs(shift * 2 * n * N - 1) < 1e-3
p_literal = brentq(lambda p: failure(p) - 0.63, 0.05, 0.2, xtol=1e-14)

# Weibull slope by finite differences of the failure law
step = 0.01
upper, lower = [np.log(-np.log(1 - failure(0.1 * np.exp(s))))
                for s in (step, -step)]
slope = (upper - lower) / (2 * step)
assert abs(slope - n) < 1e-4

# Weakest-link law: simulate many small dielectrics cell by cell
small_columns, small_chips = 1000, 3000
p_small = small_columns**(-1 / n)
failed = 0
for _ in range(10):
    cells = rng.random((small_chips // 10, small_columns, n), dtype=np.float32)
    failed += int((cells < p_small).all(axis=2).any(axis=1).sum())
small_fraction = failed / small_chips
small_law = failure(p_small, small_columns)
small_error = np.sqrt(small_law * (1 - small_law) / small_chips)
assert abs(small_fraction - small_law) < 4 * small_error


# Spanning clusters: labels present in both the first and the last layer
def shared_labels(labels):
    first, last = labels[0], labels[-1]
    return np.intersect1d(first[first > 0], last[last > 0])


# For every cluster spanning at p = cap, the lowest p at which it still spans
def spanning_thresholds(field, cap, contact):
    labels, count = ndimage.label(field < cap, structure=contact)
    spanning = shared_labels(labels)
    keep = np.zeros(count + 1, dtype=bool)
    keep[spanning] = True
    where = np.flatnonzero(keep[labels])
    owner = labels.ravel()[where]
    found = []
    for k in spanning:
        pos = np.array(np.unravel_index(where[owner == k], field.shape))
        corner = pos.min(axis=1)
        box = np.ones(pos.max(axis=1) - corner + 1)
        box[tuple(pos - corner[:, None])] = field[tuple(pos)]
        for level in np.sort(box[box < 1]):
            part, _ = ndimage.label(box <= level, structure=contact)
            if shared_labels(part).size:
                found.append(float(level))
                break
    return found


# Full-size lattices: layers between electrodes, height, length (in cells)
height_cells, length_cells = 16, 62_500
assert height_cells * length_cells == N
chips = 20
face_contact = ndimage.generate_binary_structure(3, 1)
full_contact = ndimage.generate_binary_structure(3, 3)
column_levels, face_levels, full_levels = [], [], []
five_count = 0
for _ in range(chips):
    field = rng.random((n, height_cells, length_cells), dtype=np.float32)
    column_max = field.max(axis=0)
    column_levels.extend(column_max[column_max < 0.2].tolist())
    defects = (field < 0.1).sum(axis=0, dtype=np.uint8)
    five_count += int((defects == n - 1).sum())
    face_levels.extend(spanning_thresholds(field, 0.10, face_contact))
    full_levels.extend(spanning_thresholds(field, 0.022, full_contact))


# p at which the mean number of conducting paths per lattice reaches one
def critical_p(levels):
    assert len(levels) > chips
    return sorted(levels)[chips - 1]


p_column_mc = critical_p(column_levels)
p_face = critical_p(face_levels)
p_full = critical_p(full_levels)
p_path_count = (9**(n - 1) * N)**(-1 / n)

# Statistical tolerances: five standard deviations for the counts; about four
# for the critical p, whose relative error is near 1/(6*sqrt(chips))
expected_columns = N * 0.2**n
mean_columns = len(column_levels) / chips
assert abs(mean_columns - expected_columns) < 5 * np.sqrt(expected_columns / chips)
expected_five = N * n * 0.1**(n - 1) * 0.9
mean_five = five_count / chips
assert abs(mean_five - expected_five) < 5 * np.sqrt(expected_five / chips)
assert abs(p_column_mc / p63 - 1) < 0.15
assert p_full < p_face < p_column_mc
assert abs(p_full / p_path_count - 1) < 0.15

# Uneven spacing: a fraction of the columns is one cell shorter
short_fraction = 0.10


def failure_uneven(p):
    log_survival = N * ((1 - short_fraction) * np.log1p(-p**n)
                        + short_fraction * np.log1p(-p**(n - 1)))
    return -np.expm1(log_survival)


p_uneven = brentq(lambda p: failure_uneven(p) - target, 0.02, 0.2)
assert p_uneven < p63

# Field concentration when defective cells carry no voltage drop
cell_nm, voltage = 3.0, 1.0
spacing_nm = n * cell_nm
mv_per_cm = 10.0  # 1 V/nm expressed in MV/cm
mean_field = mv_per_cm * voltage / spacing_nm
field_one = mv_per_cm * voltage / cell_nm
field_two = mv_per_cm * voltage / (2 * cell_nm)
gamma = 4.0  # rough field acceleration, cm/MV
speed_one = np.exp(gamma * (field_one - mean_field))
speed_two = np.exp(gamma * (field_two - mean_field))


def failure_five(p):
    q = n * p**(n - 1) * (1 - p) + p**n
    return -np.expm1(N * np.log1p(-q))


p_five = brentq(lambda p: failure_five(p) - target, 0.01, 0.2)
assert p_five < p63

print(f"columns N: {N}; cells per column n: {n}")
print(f"target failure probability 1-1/e: {target:.9f}")
print(f"p63, closed form: {p63:.10f}")
print(f"p63, numerical root: {p_root:.10f}")
print(f"N^(-1/n): {p_simple:.10f}")
print(f"relative shift of p63 below N^(-1/n): {shift:.3e}")
print(f"p for failure probability exactly 0.63: {p_literal:.5f}")
for p in (0.09, 0.10, 0.11):
    print(f"p = {p:.2f}: mean conducting columns {N * p**n:.4f}, "
          f"failure probability {failure(p):.7f}")
print(f"Weibull slope against p, at p = 0.1: {slope:.5f}")
print(f"small test: {small_chips} dielectrics of {small_columns} columns, "
      f"p = {p_small:.4f}")
print(f"  failed fraction: simulated {small_fraction:.4f}, "
      f"law {small_law:.4f}, standard error {small_error:.4f}")
print(f"full-size lattices simulated: {chips}")
print(f"  conducting columns per lattice at p = 0.2: "
      f"simulated {mean_columns:.2f}, law {expected_columns:.2f}")
print(f"  critical p, separate columns, simulated: {p_column_mc:.4f}")
print(f"  critical p, contact through faces: {p_face:.4f}")
print(f"  critical p, contact through faces, edges, corners: {p_full:.4f}")
print(f"  path-count estimate for the last case: {p_path_count:.4f}")
print(f"cell size: {cell_nm:.1f} nm; spacing: {spacing_nm:.1f} nm")
print(f"line height: {height_cells * cell_nm:.1f} nm; "
      f"facing length: {length_cells * cell_nm:.0f} nm")
print(f"p63 with {100 * short_fraction:.0f} percent five-cell columns: "
      f"{p_uneven:.4f}")
print(f"columns with exactly five defects at p = 0.1: "
      f"simulated {mean_five:.2f}, law {expected_five:.2f}")
print(f"voltage: {voltage:.1f} V; mean field: {mean_field:.3f} MV/cm")
print(f"field with two sound cells left: {field_two:.3f} MV/cm")
print(f"field with one sound cell left: {field_one:.3f} MV/cm")
print(f"rough field acceleration factor: {gamma:.1f} cm/MV")
print(f"defect generation speed-up, two sound cells left: {speed_two:.1f}")
print(f"defect generation speed-up, one sound cell left: {speed_one:.2e}")
print(f"p63 if five defects in a column suffice: {p_five:.4f}")
print("PASS")
```

Output:

```
columns N: 1000000; cells per column n: 6
target failure probability 1-1/e: 0.632120559
p63, closed form: 0.0999999917
p63, numerical root: 0.0999999917
N^(-1/n): 0.1000000000
relative shift of p63 below N^(-1/n): 8.333e-08
p for failure probability exactly 0.63: 0.09990
p = 0.09: mean conducting columns 0.5314, failure probability 0.4122427
p = 0.10: mean conducting columns 1.0000, failure probability 0.6321207
p = 0.11: mean conducting columns 1.7716, failure probability 0.8299330
Weibull slope against p, at p = 0.1: 6.00000
small test: 3000 dielectrics of 1000 columns, p = 0.3162
  failed fraction: simulated 0.6440, law 0.6323, standard error 0.0088
full-size lattices simulated: 20
  conducting columns per lattice at p = 0.2: simulated 62.60, law 64.00
  critical p, separate columns, simulated: 0.0980
  critical p, contact through faces: 0.0781
  critical p, contact through faces, edges, corners: 0.0171
  path-count estimate for the last case: 0.0160
cell size: 3.0 nm; spacing: 18.0 nm
line height: 48.0 nm; facing length: 187500 nm
p63 with 10 percent five-cell columns: 0.0889
columns with exactly five defects at p = 0.1: simulated 54.45, law 54.00
voltage: 1.0 V; mean field: 0.556 MV/cm
field with two sound cells left: 1.667 MV/cm
field with one sound cell left: 3.333 MV/cm
rough field acceleration factor: 4.0 cm/MV
defect generation speed-up, two sound cells left: 85.2
defect generation speed-up, one sound cell left: 6.69e+04
p63 if five defects in a column suffice: 0.0444
PASS
```
